# Semilocal anions: positive eigenvalues and the escape of fractional charge

## What goes wrong

An anion calculated with a semilocal functional can look reasonable in a small cell and then change character as the cell is improved. For H⁻ in the local spin-density approximation (LSDA), widening a hard-walled sphere from radius 16 to 400 bohr lowers the energy by 0.010 Ha. Over the same range the charge found beyond 15 bohr grows from 0.0001 to 0.35 electron. Someone who takes the largest cell as the best description of the ion is then describing an atom with about 1.65 electrons and a remote cloud holding the rest.

Two facts lie behind this. The highest occupied eigenvalue of the compact ion is positive, so its electron is held by a barrier and not by binding. A semilocal functional also allows a fraction of an electron to leave.

Hartree atomic units are used, with the potential zero at infinity. The H⁻ results are nonrelativistic and spherically symmetric, with one s orbital for each spin, and use the Perdew-Wang 1992 (PW92) parametrization of LSDA correlation.

## Why there is a barrier

Let the atom have nuclear charge $Z$ and $N$ electrons. Outside nearly all the charge, Gauss's law gives $v_H\to N/r$, so

$$
-\frac Zr+v_H(r)\;\longrightarrow\;\frac{N-Z}{r}=+\frac1r
$$

for a singly charged anion. The Hartree potential includes the repulsion of the outer electron by its own charge. Without that self-repulsion the numerator would be $N-1-Z=0$. The exchange-correlation (xc) potential would therefore have to supply $-1/r$.

The LSDA exchange potential for spin $\sigma$ is

$$
v_{x\sigma}=-\left(\frac{6n_\sigma}{\pi}\right)^{1/3}.
$$

If the density decays as $e^{-2\kappa r}$, this potential decays as $e^{-2\kappa r/3}$, which is eventually much smaller than $1/r$. The gradient functional PBE does not repair the tail: its exchange enhancement factor is bounded, so its exchange energy per electron is still at most a constant times $n^{1/3}$.

For H⁻ in a sphere of 24 bohr, $r(v_{\rm nuc}+v_H)$ is 0.98 at 10 bohr and 1.00 at 20 bohr. The xc contribution $r v_{xc}$ is $-0.36$ and $-0.23$ at the same radii. It weakens the barrier noticeably but does not cancel it.

The full potential peaks at 0.087 Ha near 4.4 bohr, above the eigenvalue of 0.045 Ha (1.23 eV). It falls below that eigenvalue again at 15 bohr. The bare tail would have put this outer turning point at $1/\varepsilon=22$ bohr.

Restricted Hartree-Fock is a useful control, because each of its two electrons feels only the other. The product $rv$ vanishes at 20 bohr to the printed precision, and the eigenvalue is $-0.046$ Ha. This negative eigenvalue is not a prediction of the affinity: it leaves out the relaxation of the atom that remains when the electron is removed, as well as correlation.

## Why the eigenvalue can be positive when the affinity is too

Keep one spin-up electron and let the spin-down occupation be $f$. With normalized real orbitals $\phi_\sigma$, changing $f$ alters the energy directly and through orbital relaxation:

$$
\frac{dE}{df}=\langle\phi_\downarrow|h_\downarrow|\phi_\downarrow\rangle
+2\sum_\sigma f_\sigma\left\langle\frac{d\phi_\sigma}{df}\right|h_\sigma\left|\phi_\sigma\right\rangle .
$$

Because $h_\sigma\phi_\sigma=\varepsilon_\sigma\phi_\sigma$, each relaxation term equals $f_\sigma\varepsilon_\sigma\,d\langle\phi_\sigma|\phi_\sigma\rangle/df$. Normalization makes it zero. This leaves Janak's relation, $dE/df=\varepsilon(f)$ for the spin-down level, and integration gives the affinity

$$
A=E(1,0)-E(1,1)=-\int_0^1\varepsilon(f)\,df .
$$

The affinity is minus the average slope, whereas the eigenvalue of the ion is the slope at the end. Self-repulsion raises the level over most of the filling. At very small $f$ the LSDA exchange potential, which grows as $f^{1/3}$, lowers it first. In a linear model that ignores this early dip, $\varepsilon(f)=\varepsilon_0+Uf$, the integral gives $\varepsilon_0+U/2=-A$, and hence

$$
\varepsilon(1)=\varepsilon_0+U=-A+\frac U2 .
$$

The end slope is positive when $U>2A$. A compact charge has a large $U$, which is why small anions are prone to this. A large affinity or a more extended charge favours a negative level, so the sign has to be calculated for each ion.

For H⁻ in a sphere of 20 bohr the total energies give

$$
A=-0.47871+0.51387=0.0352\ {\rm Ha},
$$

or 0.96 eV. The integral of the eigenvalue gives 0.0351 Ha. Yet $\varepsilon(1)=+0.0489$ Ha.

PBE in the aug-cc-pVDZ basis gives $+0.060$ Ha for F⁻, with a positive affinity of 0.135 Ha for F. For Cl⁻ it gives $+0.010$ Ha, close to a change of sign. These are finite-basis values, not eigenvalues of bound states in unlimited space. In aug-cc-pVQZ the levels fall to $+0.056$ Ha for F⁻ and $+0.009$ Ha for Cl⁻, and the affinity of F to 0.134 Ha.

## Why only a fraction escapes

Suppose that the spin-down orbital has an inner part $a$ and an outer part $b$, both normalized and barely overlapping:

$$
\phi_\downarrow=\sqrt{1-\delta}\,a+\sqrt\delta\,b .
$$

The orbital still has occupation one, but it places charge $\delta$ outside. Neglecting the overlap, Janak's argument applied to the two parts gives

$$
\frac{dE}{d\delta}=\varepsilon_b-\varepsilon_a .
$$

Charge moves outward while $\varepsilon_b<\varepsilon_a$. As it leaves, the self-repulsion on the atom drops and $\varepsilon_a$ falls. Transfer stops when the levels meet, provided that $\varepsilon_b-\varepsilon_a$ is increasing there, which makes the point a minimum.

For an outer cloud that spreads with the sphere, the limit follows from scaling. Write the outer radial function as $u_b(r)=R^{-1/2}g(r/R)$, with $\int g^2dx=1$. Its kinetic energy is

$$
\frac12\int\left(\frac{du_b}{dr}\right)^2dr=\frac1{2R^2}\int\left(\frac{dg}{dx}\right)^2dx .
$$

Its Coulomb energies scale as $1/R$. Its density scales as $\delta/R^3$, so its exchange potential scales as $\delta^{1/3}/R$; correlation also vanishes with the density. For such a spread-out spherical cloud the energy cost vanishes as $R\to\infty$, and what remains is to minimize $E(1,f)$ for the atom:

$$
\varepsilon(f_*)=0,\qquad \delta_\infty=1-f_* .
$$

For H⁻, $\varepsilon(0.50)=-0.031$ Ha and $\varepsilon(0.75)=+0.018$ Ha. The zero lies at $f_*=0.651$, so 0.349 electron escapes. The third digit depends on the correlation parametrization: VWN gives $f_*=0.649$, and Perdew-Zunger gives 0.657 (with $A=0.0354$ Ha). This zero is insensitive to the wall: at the same occupation in a sphere of 28 bohr, the level is $-0.00003$ Ha.

This limit assumes a spherical cloud that spreads in proportion to $R$. A thin spherical shell of radius $r$ and thickness proportional to $\sqrt r$ has kinetic and Coulomb energies that fall as $1/r$, but its exchange energy falls only as $r^{-5/6}$. At very large radius such a shell can therefore lie slightly lower. A calculation free to break the symmetry can gather the outer charge into a compact cloud of size $L$ on one side of the atom. The exchange attraction of that cloud scales as $\delta^{4/3}/L$ and its self-repulsion as $\delta^2/L$, so for a small enough fraction LSDA lets the cloud bind itself. The fraction at issue here is small enough: a free cloud of 0.35 spin-down electron has a mean radius of about 12 bohr and an energy of about $-0.003$ Ha. An atom and one such cloud far apart reach about $-0.5267$ Ha with about 0.37 electron escaped, 0.003 Ha below the spherical limit. The spherical state is therefore not the lowest LSDA state, and the value 0.349 belongs to spherical symmetry only.

The energy released is the area under the positive part of the curve:

$$
E(1,1)-E(1,f_*)=\int_{f_*}^1\varepsilon(f)\,df .
$$

A triangle gives $\tfrac12(0.349)(0.0489)=0.0085$ Ha. The total energies give $0.52370-0.51387=0.0098$ Ha. The triangle is low because the curve bends above its chord: at $f=0.75$ the chord has 0.014 Ha, the calculation 0.018 Ha.

## What happens as the box grows

There is no flat plateau for H⁻. Between 16 and 24 bohr the LSDA level falls by 0.0081 Ha, while the Hartree-Fock level moves by 0.0003 Ha. The Hartree-Fock level is bound and hardly feels the wall. The LSDA level is held only by a barrier, and its value depends on where the wall stands and on how much charge has already passed through.

A semiclassical estimate shows how thin the barrier is. Between its top and the outer turning point, $v-\varepsilon\leq0.042$ Ha over 10.6 bohr. The exponent for the density is then at most

$$
2(10.6)\sqrt{2(0.042)}\approx6.1 ,
$$

so this part of the barrier attenuates the density by at most a factor of roughly 500. The bound leaves out the short rise from the inner turning point at 2.4 bohr to the top. Integrating over the whole barrier gives an exponent of 4.9, a factor of about 130.

A simple estimate of the onset compares $\varepsilon(1)$ with the lowest outer level of

$$
-\frac12u''+\frac1r u=e_{\rm out}u,\qquad u(0)=u(R)=0 .
$$

With the 24-bohr eigenvalue, the levels cross at 38.6 bohr. This is late: 0.18 electron is already beyond 15 bohr when $R=32$ bohr. The estimate omits outer xc attraction and mixing through the barrier; their separate shares were not determined.

In a large sphere, the outer charge also raises the potential on the atom by a nearly constant amount. With $n_{\rm out}(r)$ the outer charge per unit radius,

$$
\varepsilon_R\approx\varepsilon_{\rm free}(f_{\rm in})+\Phi,\qquad
\Phi=\int_{\rm out}\frac{n_{\rm out}(r)}r\,dr .
$$

At 400 bohr, $\varepsilon_R=0.00063$ Ha and $\varepsilon_R-\Phi=-0.00041$ Ha. A separate calculation of the atom with $f_{\rm in}=0.6486$ gives the same $-0.00041$ Ha.

The escaped charge, 0.3514, is slightly more than the limiting 0.3493. Outer xc attraction accounts for the sign of this excess. From the numbers above, $\Phi=0.00104$ Ha, so the mean of $1/r$ over the outer charge is $0.00104/0.351=0.0030$. Repulsion from the net inner charge alone would put the outer level at $0.649\times0.0030=0.0019$ Ha. Kinetic energy and outer self-repulsion can only add to that. Without outer xc the level would therefore lie above $\Phi$. Then $\varepsilon_{\rm free}(f_{\rm in})=\varepsilon_R-\Phi$ would be positive, $f_{\rm in}$ would exceed $f_*$, and less than the limiting charge would escape. The actual level is 0.0006 Ha, which is below $\Phi$, so xc must lower it by at least 0.0013 Ha and thereby reverses the sign.

Spin freedom matters too. Forcing equal spin orbitals at 400 bohr reduces the escaped charge to 0.285 and raises the energy by 0.0021 Ha.

## Gaussian bases and plane-wave cells

A Gaussian basis confines the electron through its smallest exponent. With ten s functions and a smallest exponent of 0.026 bohr⁻², no charge escapes to the printed precision, and the eigenvalue is 0.060 Ha. Three more functions, reaching 0.0017 bohr⁻², let out 0.29 electron. With eighteen functions the escaped charge is 0.349 and the eigenvalue 0.0013 Ha. The energy falls at each enlargement, as the variational principle requires, but the added functions describe the remote cloud.

In a plane-wave calculation the cell volume plays this role. Raising the cutoff in a fixed cell adds short wavelengths, not distance. The hard-wall radii above do not transfer directly: a periodic cell has no wall, and its neutralizing background and potential zero add finite-size shifts. Those shifts must be separated from real charge transfer by inspecting the density.

## What to do about it

Check the sign of the highest eigenvalue relative to vacuum, and integrate the charge beyond a fixed radius as the cell or basis grows. A positive level together with growing outer charge identifies the escape. A converged total energy alone does not rule it out. For H⁻ the spherical limiting state would give an apparent affinity of $0.52370-0.47871=0.0450$ Ha (1.22 eV), about 28% above the value for the confined ion.

If a semilocal affinity from a compact basis is reported, name the basis and describe the ion as confined. Its residual dependence on the confinement is part of the uncertainty.

To remove the cause, restore the missing tail. A global hybrid with exchange fraction $\alpha$ cancels only that fraction of the self-repulsion and leaves about $(1-\alpha)/r$. A range-separated hybrid with full long-range exchange, such as LC-ωPBE, cancels the $1/r$ tail. The level must still be checked, because a correct tail does not by itself guarantee a correct affinity.

Self-consistency can also fail near the level crossing. Let $-t$ be the coupling between $a$ and $b$, with $t>0$. The lower state of this two-level problem satisfies

$$
(\varepsilon_a-\varepsilon)\sqrt{1-\delta}=t\sqrt\delta,\qquad
(\varepsilon_b-\varepsilon)\sqrt\delta=t\sqrt{1-\delta}.
$$

Dividing each equation by its amplitude and subtracting gives

$$
\Delta=\varepsilon_b-\varepsilon_a=t\,\frac{1-2\delta}{\sqrt{\delta(1-\delta)}} .
$$

Near $\delta=\tfrac12$ this becomes $\Delta\approx-4t(\delta-\tfrac12)$, so the output charge responds as $d\delta/d\Delta=-1/(4t)$. If the input charge changes $\Delta$ at a rate $K>0$, one unmixed iteration multiplies an error by $-K/(4t)$. Within this model, linear mixing with weight $\beta$ converges only if $\beta[1+K/(4t)]<2$. A large cell makes $t$ small, and the charge then sloshes between atom and vacuum unless the mixing is very weak. Direct energy minimization avoids this instability, but it finds the leaked state; it does not restore the missing binding.

The numerical output below gives the full sequence of spheres and basis sets.

## Computed values

```
Solver check, H atom without self-repulsion: E = -0.500000 Ha
H- in 10 Gaussians, this program: E = -0.51244 Ha, eps = 0.05984 Ha
H- in 10 Gaussians, pyscf:        E = -0.51244 Ha, eps = 0.05984 Ha
H- LSDA, R = 24 bohr: eps up, down = 0.04529, 0.04529 Ha
  highest eigenvalue converted = 1.232 eV
H- restricted Hartree-Fock: eps = -0.04594 Ha (R = 16 bohr), -0.04622 Ha (R = 24 bohr)
Barrier top = 0.0874 Ha at r = 4.4 bohr
Outer turning point, full potential = 15.0 bohr
Outer turning point of the bare tail, 1/eps = 22.1 bohr
r*(v_nuc+v_H) at 10, 20 bohr = 0.9807, 0.9999 (Ha bohr)
r*v_xc at 10, 20 bohr = -0.3583, -0.2317 (Ha bohr)
Hartree-Fock |r*v| at 20 bohr = 0.0000 (Ha bohr)
E(H), E(H-) in R = 20 bohr = -0.47871, -0.51387 Ha
Affinity E(H)-E(H-) = 0.03516 Ha = 0.957 eV
Minus integral of eps(f) over f = 0.03514 Ha
eps(f = 0.50) = -0.03104 Ha
eps(f = 0.75) = 0.01800 Ha
eps(f = 1.00) = 0.04887 Ha
Zero of eps(f): f* = 0.6507, escaping fraction 1-f* = 0.3493
E(1,f*) = -0.52370 Ha
eps(f*) in R = 28 bohr = -0.00003 Ha
Outer level in bare 1/r (no xc) meets eps at R = 38.6 bohr
Sphere: R (bohr), E (Ha), eps down (Ha), electrons beyond 15 bohr
     16  -0.51337  0.05339  0.0001
     24  -0.51414  0.04529  0.0239
     32  -0.51520  0.03356  0.1810
     40  -0.51681  0.02388  0.2663
     60  -0.51952  0.01300  0.3193
    100  -0.52162  0.00609  0.3407
    200  -0.52292  0.00210  0.3495
    400  -0.52343  0.00063  0.3514
Level shift from R = 16 to 24 bohr: LSDA 0.00811 Ha, HF 0.00028 Ha
R = 200 bohr: eps - outer potential = -0.00006 Ha, eps_free(f_in) = -0.00005 Ha
R = 400 bohr: eps - outer potential = -0.00041 Ha, eps_free(f_in) = -0.00041 Ha
R = 400 bohr: f_in = 0.6486, eps up = -0.02886 Ha
R = 400 bohr, spin-restricted: E = -0.52135 Ha, leak = 0.2849
Gaussians: number, smallest exponent (bohr^-2), E (Ha), eps (Ha), leak
  10  2.62e-02  -0.51244  0.05984  0.0000
  13  1.68e-03  -0.51767  0.02020  0.2916
  16  1.07e-04  -0.52247  0.00362  0.3456
  18  1.72e-05  -0.52325  0.00128  0.3487
PBE/aug-cc-pVDZ highest eigenvalue: F- 0.0598 Ha, Cl- 0.0095 Ha
PBE/aug-cc-pVDZ affinity of F = 0.1354 Ha
```
